# Does a donor's binding energy determine its core potential?

**Question**

I am modelling a shallow donor in silicon with a one-band envelope equation. The screened Coulomb potential alone binds the electron by about 30 meV, while the donor I have in mind is bound by about 45 meV. I therefore added an attractive square well around the nucleus, picked a radius, and adjusted the depth until the ground energy was right.

Can I now regard the core potential as determined, and use the resulting envelope density at the nucleus to predict the hyperfine coupling? If I had picked another radius and refitted the depth, would the density have come out the same?

**Answer**

No to both. The fit gives one depth for each radius, and the density at the nucleus changes along that family. For nodeless ground states with a common tail this can be proved without solving for the wave functions.

**The equation and what the well represents**

Silicon has six conduction valleys. Let a short-range potential have intravalley element $D$, coupling $g$ between opposite valleys, and coupling $f$ to each of the other four. Acting on the symmetric combination $(1,1,1,1,1,1)/\sqrt6$, called A1, every row of the matrix gives the same sum, so the eigenvalue is $D+g+4f$. Your well is an effective potential for this combination.

With an isotropic mass $m$ and $h=\hbar^2/2m$, write the normalized s envelope as $F(r)=u(r)/(r\sqrt{4\pi})$. Then

$$-hu''+V(r)u=Eu,\qquad u(0)=0,\qquad \int_0^\infty u^2\,dr=1 .$$

Energies are measured from the conduction edge. Since $u\simeq u'(0)r$ near the origin,

$$|F(0)|^2=\frac{u'(0)^2}{4\pi}.$$

In the A1 state the six valley Bloch functions have equal values $\phi(0)$ at the nucleus and add in phase, so $\psi(0)=6F(0)\phi(0)/\sqrt6$ and $|\psi(0)|^2=6|\phi(0)|^2|F(0)|^2$. The contact hyperfine coupling is proportional to this density. Below I hold $\phi(0)$ fixed, so ratios of $|F(0)|^2$ are ratios of predicted couplings.

Take $V=T(r)-V_0$ for $r<R$ and $V=T(r)$ outside. The tail $T$ is the same for all wells, vanishes at infinity, and is no more singular than $1/r$ at the origin.

**Every radius can fit the energy**

Choose $E<0$ below the ground energy, if any, of $T$ alone. Let $w$ be the decaying solution for $T$ at this energy, and $u$ the regular solution with $u'(0)=1$. At $V_0=0$ both are positive for $r>0$: a node in either would give a bound state of $T$ on part of the axis, which cannot lie below the ground state on the whole axis. Both obey the same equation, so $u'w-uw'$ is constant. Its value at the origin is $w(0)>0$, hence $u'/u>w'/w$ at $R$.

Now increase $V_0$ and let $v=\partial u/\partial V_0$. Differentiating the inner equation gives $-hv''+(T-V_0-E)v=u$. Combining this with the equation for $u$,

$$(uv'-vu')'=uv''-vu''=-\frac{u^2}{h},$$

and therefore

$$\frac{\partial}{\partial V_0}\frac{u'(R)}{u(R)}=\frac{uv'-vu'}{u^2}\bigg|_R=-\frac{1}{h\,u(R)^2}\int_0^R u^2\,dr<0 .$$

The inner logarithmic derivative falls continuously, reaching $-\infty$ when the first node arrives at $R$. It crosses the fixed outer value once on the way. Thus each $R$ has one depth $V_0(R)$ that gives a nodeless state, the ground state, at the required energy.

**The densities cannot agree**

Take two such wells with $R_1<R_2$, depths $U_1,U_2>0$ and the same $E$. Beyond $R_2$ both solutions are proportional to $w$. Temporarily drop normalization and scale them to coincide there. Define $W=u_1'u_2-u_1u_2'$. Subtracting the two radial equations, each multiplied by the other solution, gives

$$hW'=[V_1(r)-V_2(r)]u_1u_2 .$$

The potential difference is $U_2-U_1$ for $r<R_1$, $+U_2$ for $R_1<r<R_2$, and zero beyond. Because $W(0)=W(R_2)=0$, integration yields

$$(U_1-U_2)\int_0^{R_1}u_1u_2\,dr=U_2\int_{R_1}^{R_2}u_1u_2\,dr .$$

Both integrals are positive, so $U_1>U_2$: the narrower well is deeper. It follows that $W$ first decreases from zero and then increases back to zero, remaining negative in between. Hence

$$\left(\frac{u_1}{u_2}\right)'=\frac{W}{u_2^2}<0\qquad(0<r<R_2).$$

The ratio is largest at the origin, where it equals $\rho=u_1'(0)/u_2'(0)$. Elsewhere $u_1<\rho u_2$, so $\int u_1^2<\rho^2\int u_2^2$. Restoring normalization,

$$\frac{|F_1(0)|^2}{|F_2(0)|^2}=\rho^2\,\frac{\int u_2^2\,dr}{\int u_1^2\,dr}>1 .$$

The energy fixes the shape of the wave outside the core, but not its shape inside. The argument needs nodeless states and a common tail, so it does not carry over unchanged to excited states.

**A case in closed form**

Set $T=0$ and $E=-h\kappa^2$. Inside, $u=A\sin kr$ with $V_0=h(k^2+\kappa^2)$; outside, $u\propto e^{-\kappa r}$. Matching gives $k\cot kR=-\kappa$, with $\pi/2<kR<\pi$ for the ground state. The normalization is

$$1=A^2\left[\frac R2-\frac{\sin kR\cos kR}{2k}+\frac{\sin^2kR}{2\kappa}\right].$$

The matching condition implies $\sin^2kR=k^2/(k^2+\kappa^2)$ and $\sin kR\cos kR=-k\kappa/(k^2+\kappa^2)$. The last two terms then add to

$$\frac{\kappa^2+k^2}{2\kappa(k^2+\kappa^2)}=\frac1{2\kappa},$$

so $A^2=2\kappa/(1+\kappa R)$ and

$$|F(0)|^2=\frac{A^2k^2}{4\pi}=\frac{k^2\kappa}{2\pi(1+\kappa R)} .$$

As $R\to0$ at fixed energy, $kR\to\pi/2$ and the density grows as $\pi\kappa/(8R^2)$. As $R\to\infty$, $kR\to\pi$ and it falls as $\pi/(2R^3)$. For these wells the energy alone sets neither an upper bound nor a positive lower bound.

For 45 meV and $m=0.30\,m_0$, $h=0.1270$ eV nm² and $\kappa=0.5953$ nm⁻¹. At $R=1$ nm the depth is 0.4928 eV, so

$$k^2=\frac{0.4928}{0.1270}-0.5953^2\simeq3.526\ \text{nm}^{-2},$$

$$|F(0)|^2=\frac{3.526\times0.5953}{2\pi\times1.5953}\simeq0.209\ \text{nm}^{-3}.$$

At $R=2$ nm the same energy gives 0.047 nm⁻³.

**Your donor, with the Coulomb tail**

Now let $T=-C/r$, with $C=e^2/(4\pi\varepsilon_0\varepsilon_r)$, and define $a=2h/C$. For $\varepsilon_r=11.7$, $C=0.1231$ eV nm and $a=2.064$ nm. The Coulomb-only binding is $h/a^2=29.8$ meV.

Write $E=-h/(\nu a)^2$, so $\nu=\sqrt{29.8/45}=0.814$. With $z=2r/(\nu a)$, the outer equation is $u_{zz}=(1/4-\nu/z)u$. Substituting $u=ze^{-z/2}y$ gives

$$zy''+(2-z)y'-(1-\nu)y=0,$$

whose solution giving a decaying $u$ is the Tricomi function $y=U(1-\nu,2,z)$. Up to a constant, $w=re^{-r/(\nu a)}U(1-\nu,2,2r/(\nu a))$.

Inside, put $u=\sum_{n\ge1}c_nr^n$ with $c_0=0$ and $c_1=1$. Equating powers of $r$ gives

$$n(n-1)c_n=-\frac2a c_{n-1}-\frac{V_0+E}{h}c_{n-2}\qquad(n\ge2).$$

The depth follows from $u'(R)/u(R)=w'(R)/w(R)$. Since this inner solution has unit slope at the origin,

$$|F(0)|^2=\frac1{4\pi}\left[\int_0^Ru^2dr+\frac{u(R)^2}{w(R)^2}\int_R^\infty w^2dr\right]^{-1}.$$

All four wells below have a ground energy of −45.000 meV:

| $R$ (nm) | $V_0$ (eV) | $\lvert F(0)\rvert^2$ (nm⁻³) | 2s energy (meV) |
|---|---|---|---|
| 0.25 | 2.561 | 0.376 | −9.02 |
| 0.50 | 0.528 | 0.189 | −8.98 |
| 1.00 | 0.123 | 0.108 | −8.90 |
| 2.00 | 0.038 | 0.068 | −8.65 |

The density ranges from $3.8\times10^{20}$ to $6.8\times10^{19}$ cm⁻³, a factor of 5.6. The 2s energies do carry information about the radius, but they span only 0.36 meV. Using them to choose $R$ requires the errors of both the measurement and the rest of the model to be well below that span; the two narrowest wells differ by only 0.03 meV. The present model does not meet this condition: with masses of 0.19 and 0.92 $m_0$ in place of the isotropic one, and the depth refitted to 45 meV, the 2s level at $R=1$ or 2 nm moves down by about 0.8 meV. The numerical output gives further digits and the mesh convergence for the isotropic table; it does not cover this anisotropic shift.

**Why one number does not give the other**

Multiply $hu''=(V-E)u$ by $2u'$ to obtain $h(u'^2)'=(V-E)(u^2)'$. Integrate over all $r$. The left side is $-hu'(0)^2$; integrating the right side by parts gives $-\int V'u^2dr$, because the boundary terms vanish. Thus

$$|F(0)|^2=\frac{1}{4\pi h}\left\langle\frac{dV}{dr}\right\rangle
=\frac{1}{4\pi h}\left[V_0u(R)^2+C\int_0^\infty\frac{u^2}{r^2}dr\right].$$

The first term comes from the upward step of $V$ at the well edge. The density measures the mean inward force, whereas the binding energy measures the mean kinetic plus potential energy. For the wells in the table, the program finds that the edge supplies 63% of the force at $R=0.25$ nm and 12% at 2 nm, although the energy is the same.

**How far this applies to silicon**

The parameters are rough values for phosphorus in silicon, with one isotropic mass replacing the anisotropic valley masses. A variational estimate without a core, using 0.19 and 0.92 $m_0$, gives 29.6 meV and a density 6% above the isotropic value. The density at a point converges more slowly than the energy: a converged expansion with the same masses leaves the binding at 29.6 meV but lowers the excess to about 5%. Neither figure measures the anisotropy error with a core present.

The short-range physics is a further limitation. The 0.25 nm well is 2.3 times as deep as a 1.12 eV gap. The 0.50 nm well is 4.2 times the parabolic energy from the valley to the zone edge, about 0.125 eV. Both strain effective-mass theory. The 1 nm well is comparable with that energy and the 2 nm well is below it; these two still differ in density by a factor of 1.6. Their radii, however, are far larger than a silicon bond length, roughly 0.24 nm, so they are not realistic atomic cores. A literal 1 nm well would also supply little coupling between perpendicular valleys: its Fourier factor at their smallest momentum transfer, relative to zero transfer, is −0.017. The wells are counterexamples to your inference, and their absolute densities should not be taken as predictions for phosphorus. I have not estimated how much a full treatment of the core would shift them.

Thermal mixing is negligible at low temperature. At 4 K, if the other five 1s valley states stay at the Coulomb-only energy, their total population relative to A1 is about $4\times10^{-19}$, and with the measured levels of phosphorus, where these states are bound by about 33 to 34 meV and A1 by 45.6 meV, it is of order $10^{-14}$. Either way the comparison concerns the ground state alone.

**What to do instead**

Treat the fitted energy as one constraint on the pair $(V_0,R)$. A hyperfine coupling, with an independently known Bloch factor, can supply a second: the density decreases strictly with $R$, so it selects at most one square well. That well is then a parametrization consistent with two data, not evidence that the real core is square. If you have no second datum, vary $R$ over the range you can defend, refit $V_0$ each time, and report the resulting spread in $|F(0)|^2$ as that of square wells only, not as a full uncertainty. Other shapes can fall outside it: with the same tail and energy, a well confined to the shell between 0.5 and 1 nm gives 0.093 nm⁻³, less than the square wells of either radius.

## Calculated quantities

```
mass = 0.30 m0, permittivity = 11.7
target binding energy = 45.0 meV
h = 0.12700 eV nm^2, C = 0.12307 eV nm
Coulomb-only: a = 2.0638 nm, binding = 29.817 meV
Coulomb-only density = 0.03621 nm^-3
nu = 0.81401, kappa = 0.59526 nm^-1
Pure wells at the target binding energy:
 R=0.02 nm: density/(pi kappa/8R^2) = 0.99775
 R=0.50 nm: V0=1.58335 eV, density=0.88436 nm^-3
 R=1.00 nm: V0=0.49281 eV, density=0.20940 nm^-3
 R=2.00 nm: V0=0.18353 eV, density=0.04718 nm^-3
Coulomb tail plus well:
 R=0.25 nm: V0=2.56095 eV, E1s=-45.00000 meV
  density=0.37609 nm^-3 = 3.7609e+20 cm^-3
  E2s=-9.0157 meV, P(r<R)=0.0159, edge force share=0.6266
 R=0.50 nm: V0=0.52823 eV, E1s=-45.00000 meV
  density=0.18910 nm^-3 = 1.8910e+20 cm^-3
  E2s=-8.9848 meV, P(r<R)=0.0562, edge force share=0.4374
 R=1.00 nm: V0=0.12267 eV, E1s=-45.00000 meV
  density=0.10832 nm^-3 = 1.0832e+20 cm^-3
  E2s=-8.8955 meV, P(r<R)=0.1870, edge force share=0.2585
 R=2.00 nm: V0=0.03790 eV, E1s=-45.00000 meV
  density=0.06774 nm^-3 = 6.7740e+19 cm^-3
  E2s=-8.6530 meV, P(r<R)=0.4908, edge force share=0.1196
mesh order 10 to 14: max energy shift = 2.4e-09 meV
mesh order 10 to 14: max density shift = 5.3e-12
density ratio R=0.25/2.00 nm = 5.5519
density ratio R=0.50/1.00 nm = 1.7457
density ratio R=1.00/2.00 nm = 1.5991
spread of 2s energies = 0.3627 meV
Neglected effects (rough silicon parameters):
 masses mt=0.19, ml=0.92 m0; no core, variational:
  binding=29.607 meV, density=0.03841 nm^-3
  density ratio to isotropic = 1.0607
 gap=1.12 eV, lattice=0.543 nm, valley=0.85 2pi/a
 valley-to-zone-edge parabolic energy = 0.1248 eV
  R=0.25 nm: V0/gap=2.2866, V0/edge energy=20.527
  R=0.50 nm: V0/gap=0.4716, V0/edge energy=4.234
  R=1.00 nm: V0/gap=0.1095, V0/edge energy=0.983
  R=2.00 nm: V0/gap=0.0338, V0/edge energy=0.304
 smallest perpendicular-valley transfer = 11.829 nm^-1
  R=0.25 nm: well Fourier factor = 0.35851
  R=0.50 nm: well Fourier factor = -0.08522
  R=1.00 nm: well Fourier factor = -0.01709
  R=2.00 nm: well Fourier factor = -0.00074
 T=4.0 K: kT=0.3447 meV, other-1s/A1 population=3.71e-19
```
